# Choosing the Step Length for Following a Mass-Weighted Reaction Path

## What the step length must be compared with

A reaction-path calculation asks for a step length \(h\) in mass-weighted coordinates. Whether \(h\) is large or small cannot be read from its number alone. Mass-weighted length has the unit Å u\(^{1/2}\). The gradient norm \(g\) of the potential energy has the unit energy/length, and the curvature \(\kappa\) of the valley across the path has the unit energy/length². From \(h\), \(g\) and \(\kappa\) one dimensionless group can be formed, up to powers of itself:

\[
\rho=\frac{h\kappa}{g}.
\]

If a small sideways error \(q\) is multiplied by a factor in each step, that factor must therefore be a function of \(\rho\). Reflection symmetry of a straight valley, \(q\to-q\), requires the new error to be odd in \(q\), so no constant term appears. The remaining task is to find the function for each integration method. The length \(g/\kappa\) is the distance over which the steepest-descent line itself relaxes towards the valley floor, and \(\rho\) is the step measured in that length.

## The sideways error of an explicit step

Let \(y_i=\sqrt{m_i}\,x_i\) be the mass-weighted Cartesian coordinates, \(\mathbf g=\nabla V\) the gradient in them, \(g=|\mathbf g|\), and \(H\) the Hessian. The downhill path, with arc length \(s\), obeys

\[
\frac{d\mathbf y}{ds}=\mathbf t(\mathbf y),\qquad \mathbf t=-\frac{\mathbf g}{g}.
\]

Explicit Euler following uses the direction at the old point: \(\mathbf y'=\mathbf y+h\,\mathbf t(\mathbf y)\). To see what happens to a neighbouring point, displace \(\mathbf y\) by \(\delta\mathbf y\). The gradient changes by \(H\delta\mathbf y\), and its norm by \(\mathbf g\cdot H\delta\mathbf y/g\). Hence

\[
\delta\mathbf t=-\frac{H\delta\mathbf y}{g}+\frac{\mathbf g\,(\mathbf g\cdot H\delta\mathbf y)}{g^3}
=-\frac1g\left(I-\mathbf t\mathbf t^{T}\right)H\,\delta\mathbf y ,
\]

because \(\mathbf g\mathbf g^T/g^2=\mathbf t\mathbf t^T\). The projector removes any component along \(\mathbf t\). In a basis made of \(\mathbf t\) and the directions normal to it, the row belonging to \(\mathbf t\) is therefore zero and the matrix is block triangular. Its eigenvalues are 0 and \(-\kappa_i/g\), where the \(\kappa_i\) are the eigenvalues of \(H\) restricted to the normal directions. The explicit step multiplies errors by one plus \(h\) times these numbers:

\[
1\quad\text{and}\quad 1-\rho_i,\qquad \rho_i=\frac{h\kappa_i}{g}.
\]

For positive \(\kappa_i\) there are three regimes. If \(\rho_i<1\), the error shrinks without changing sign. If \(1<\rho_i<2\), it changes sign at every step but still shrinks. If \(\rho_i>2\), it changes sign and grows. The stiffest transverse mode sets the limit

\[
h<\frac{2g}{\kappa_{\max}} .
\]

Alternation thus begins at \(\rho=1\); the value 2 separates a zigzag that dies out from one that persists. On a curved path with changing slope this is a local criterion, meaningful when \(g\), \(\kappa\) and \(\mathbf t\) change little during a step.

## What the zigzag settles to

The direction vector has unit length, so the growth cannot continue without limit. Take a straight channel with constant downhill slope \(g\) along the floor and energy \(\tfrac12\kappa q^2\) across it. From here on \(g\) is the gradient norm on the floor. At displacement \(q\) the full norm is \(\sqrt{g^2+\kappa^2q^2}\), and one explicit step gives

\[
q'=f(q)=q\,(1-a),\qquad a=\frac{h\kappa}{\sqrt{g^2+\kappa^2q^2}} .
\]

For \(q\ne0\) we have \(0<a<\rho\). If \(\rho\le2\), then \(|1-a|<1\) and \(|q|\) falls at every step. Its limit must be a value that \(|f|\) leaves unchanged, and zero is the only one. The channel therefore returns every starting point to the floor. At \(\rho=2\) the return is slow: expansion gives \(a\approx2-\kappa^2q^2/g^2\), so \(1/q^2\) grows by about \(2\kappa^2/g^2\) per step and \(|q|\) falls as the inverse square root of the number of steps.

For \(\rho>2\) look for a two-point cycle, \(q'=-q\). This requires \(a=2\), so

\[
\sqrt{g^2+\kappa^2q^2}=\frac{h\kappa}{2}.
\]

Squaring, subtracting \(g^2\) and dividing by \(\kappa^2\) gives the amplitude

\[
q^*=\sqrt{\frac{h^2}{4}-\frac{g^2}{\kappa^2}}=\frac h2\sqrt{1-\frac4{\rho^2}} .
\]

To find whether the cycle attracts nearby points, differentiate \(f\):

\[
f'(q)=1-\frac{h\kappa g^2}{(g^2+\kappa^2q^2)^{3/2}},\qquad
f'(\pm q^*)=1-\frac{8g^2}{h^2\kappa^2}=1-\frac8{\rho^2}.
\]

Two steps multiply a deviation from the cycle by \((1-8/\rho^2)^2\), which is below one for \(\rho>2\). The cycle is locally stable.

The advance along the floor is \(h\) times the downhill share of the gradient:

\[
\Delta s=\frac{hg}{h\kappa/2}=\frac{2g}{\kappa}.
\]

The step length has cancelled. A longer step is spent on a wider zigzag, and progress stays the same. If slope and curvature vary slowly, the number of steps over a stretch of path is

\[
N=\int\frac{\kappa}{2g}\,ds .
\]

An explicit Euler integration that stays within the bound needs at least this many steps too, since each may cover at most \(2g/\kappa\). Neither a stable Euler run nor a settled zigzag therefore beats this count. Before a zigzag has settled, a longer step can advance further on average. For large \(\rho\) this phase is long, because the factor \((1-8/\rho^2)^2\) is then close to one.

Iterating the channel from \(q=0.001\) Å u\(^{1/2}\) for 400 steps tests these results. At \(\rho=1.9\) the displacement vanishes to the printed digits. At \(\rho=2.1\) it settles at \(|q|/h=0.1525\) with an advance of \(0.9524\,h\); the formulas give \(\tfrac12\sqrt{1-4/2.1^2}=0.1525\) and \(2/2.1=0.9524\).

## Several stiff modes

Suppose a cycle has formed in the stiffest mode, with curvature \(\kappa_1\). The gradient norm on it is \(h\kappa_1/2\). A small displacement in another mode changes that norm only at second order, so its factor is

\[
1-\frac{h\kappa_i}{h\kappa_1/2}=1-\frac{2\kappa_i}{\kappa_1}.
\]

For \(0<\kappa_i<\kappa_1\) this lies between \(-1\) and 1. A softer mode is then damped even if its own \(\rho_i\) exceeds 2. In a channel with curvatures 17 and 10 eV/(Å² u), \(g=0.33\) eV/(Å u\(^{1/2}\)) and \(h=0.1\) Å u\(^{1/2}\), both modes are unstable on the floor. Started near the stiff cycle with 0.005 Å u\(^{1/2}\) in the soft mode, the run reduced the soft displacement below \(10^{-10}\) Å u\(^{1/2}\) in 300 steps.

If two modes have equal curvature, the step multiplies both components by the same number. The direction in their plane is kept, and \(q^*\) is the length of the combined displacement. A zigzag seen in one bond therefore does not show that the other modes would be stable without it.

## The implicit correction

Implicit Euler takes the direction at the new point:

\[
\mathbf y'=\mathbf y-h\,\frac{\mathbf g(\mathbf y')}{|\mathbf g(\mathbf y')|}.
\]

In the linear regime \(q'=q-\rho q'\), hence

\[
q'=\frac{q}{1+\rho}.
\]

For \(\kappa>0\) the factor is positive and below one for every step length. Curvature no longer limits \(h\) through stability.

The equation has a geometric reading. The new point lies at distance \(h\) from the old one, and the gradient there is antiparallel to \(\mathbf d=\mathbf y'-\mathbf y\). This is the condition for a stationary point of \(V\) on a sphere of radius \(h\):

\[
\mathbf g(\mathbf y')+\lambda\mathbf d=0,\qquad \mathbf d\cdot\mathbf d=h^2,\qquad \lambda=\frac{g(\mathbf y')}{h}>0 .
\]

Along directions tangent to the sphere the second derivative is that of \(V\) plus \(\lambda\). With positive transverse curvature the point is a minimum on the sphere. Linearizing both conditions gives the Newton equations

\[
\begin{pmatrix}H+\lambda I&\mathbf d\\ \mathbf d^T&0\end{pmatrix}
\begin{pmatrix}\Delta\mathbf y'\\ \Delta\lambda\end{pmatrix}
=-\begin{pmatrix}\mathbf g+\lambda\mathbf d\\ \tfrac12(\mathbf d\cdot\mathbf d-h^2)\end{pmatrix}.
\]

The previous step direction supplies the first guess. Because the right-hand side uses the true gradient, any converged point is a true stationary point on the sphere, even with an approximate Hessian. A poor Hessian can slow the iteration or lead it to a different stationary point, so check that the result is the minimum in the forward direction.

The multiplier also tells when to stop. Suppose \(V\) is strictly convex around the product. If \(\lambda>0\) at the sphere minimum, energy falls on leaving the ball, and the energy minimum lies outside. If \(\lambda<0\) at the lowest point of the sphere, the minimum lies inside: were it outside, the lowest point of the whole ball would lie on the sphere with \(\lambda\ge0\). This needs the lowest point, not just a local minimum. For \(h\kappa/g>1\) the point on the uphill side of the valley is also a local minimum on the sphere, with \(\lambda\approx-g/h<0\), and it says nothing about where the energy minimum lies. At \(\lambda=0\) the point is itself the minimum. Once \(\lambda\le0\) at the lowest point of the sphere, path following should give way to ordinary minimization.

A related method first moves half a step along the old direction to a pivot, then minimizes on a sphere of radius \(h/2\) about the pivot. Its linear form is \(q'=q-\tfrac12\rho q-\tfrac12\rho q'\), so

\[
q'=\frac{1-\rho/2}{1+\rho/2}\,q .
\]

This too is damped for all positive \(\rho\), but the factor is negative for \(\rho>2\) and tends to \(-1\) for large \(\rho\). An error then rings for many steps instead of disappearing.

## What limits an implicit step

Stability is not accuracy. On a path of curvature \(c\), a tangent of length \(h\) ends outside the arc by \(\sqrt{c^{-2}+h^2}-c^{-1}\approx ch^2/2\). With \(\delta\) counted outwards, explicit Euler gives

\[
\delta'=(1-\rho)\delta+\frac{ch^2}{2},\qquad
\delta_{\text{steady}}=\frac{ch^2}{2\rho}=\frac{hcg}{2\kappa}.
\]

For implicit Euler the tangent runs back from the new point to the old one, so \(\delta=(1+\rho)\delta'+ch^2/2\). The steady offset has the same size and lies inwards. In a circular valley of radius 10 Å u\(^{1/2}\), with \(\kappa=17\) eV/(Å² u), \(g=0.33\) eV/(Å u\(^{1/2}\)) and \(h=0.03\) Å u\(^{1/2}\), the formula gives

\[
\frac{0.03\times0.33}{2\times17\times10}=2.91\times10^{-5}\ \text{Å u}^{1/2}.
\]

The two iterations settle at plus and minus this value. In the pivot method the contributions \(ch^2/8\) of the two half steps cancel at this order. It follows a smooth bend more accurately. Implicit Euler removes a sideways error faster only for \(\rho>1+\sqrt5\approx3.2\), where \((\rho/2-1)/(\rho/2+1)\) exceeds \(1/(1+\rho)\).

Stiff valleys make the offset small, since \(\kappa\) stands in the denominator. The useful limit on \(h\) then comes from the distance over which the path bends or its slope changes.

## A molybdenum precursor

Molybdenum hexacarbonyl is a precursor for depositing molybdenum. Consider the reverse of its first CO loss: CO approaches a rigid Mo(CO)\(_5\) fragment on a line, carbon first. Let \(u\) and \(e\) be the extensions of the Mo–C and C–O bonds from equilibrium. The model energy is

\[
V=D\left(1-e^{-\alpha u}\right)^2+\tfrac12k e^2,
\]

with \(D=1.7\) eV, \(\alpha=1.9\) Å\(^{-1}\) and \(k=115\) eV/Å². These are round, roughly typical values, not the result of an electronic-structure calculation. There is no barrier.

The centre of mass of CO lies a fraction \(f=16/28\) of the bond beyond carbon, so its displacement is \(X=u+fe\). Relative motion separates into \(X\), with reduced mass \(236\times28/264=25.03\) u, and \(e\), with reduced mass \(12\times16/28=6.857\) u. The mass-weighted coordinates are \(y_1=\sqrt{25.03}\,X\) and \(y_2=\sqrt{6.857}\,e\).

The Mo–C force \(2D\alpha z(1-z)\), with \(z=e^{-\alpha u}\), is largest at \(z=\tfrac12\), where it equals \(D\alpha/2=1.615\) eV/Å. There its derivative vanishes, so the valley runs along \(y_1\) and the curvature across it comes from the C–O bond alone:

\[
g=\frac{1.615}{\sqrt{25.03}}=0.323\ \frac{\text{eV}}{\text{Å u}^{1/2}},\qquad
\kappa=\frac{115}{6.857}=16.8\ \frac{\text{eV}}{\text{Å}^2\,\text{u}} .
\]

The largest stable explicit step at this steepest point, \(X\approx0.37\) Å, is

\[
h_{\max}=\frac{2\times0.3228}{16.77}=0.0385\ \text{Å u}^{1/2}=0.0727\ \text{bohr u}^{1/2}.
\]

To the digits shown this is the largest bound on the stretch. Farther from this point the limit is tighter: 0.0197 Å u\(^{1/2}\) at \(X=1.0\) Å and 0.0327 Å u\(^{1/2}\) at \(X=0.2\) Å.

With \(h=0.05\) Å u\(^{1/2}\), \(\rho=2.60\) at the steepest point. The predicted amplitude is \(0.025\sqrt{1-4/2.598^2}=0.0160\) Å u\(^{1/2}\), and the run gives the same to this precision. In the C–O bond this is \(0.0160/\sqrt{6.857}=0.006\) Å. The transverse energy, \(\tfrac12\kappa q^{*2}\), is only 2.1 meV. An energy profile can look smooth while the directions are badly wrong: each step makes an angle with the path whose cosine is \(2/\rho=0.77\), or about 40°.

The shorter step \(h=0.03\) Å u\(^{1/2}\) shows that the bound is local. At \(X=0.9\) Å the run zigzags with amplitude 0.0097 Å u\(^{1/2}\), against 0.0096 from the formula. At the steepest point, where this step is stable, no zigzag is visible. The amplitude is measured as a quarter of the second difference of successive sideways coordinates, which gives \(1.4\times10^{-6}\) Å u\(^{1/2}\) there. This is the smooth bend of the path itself. On the valley floor \(e=fF/k\), where \(F\) is the Mo–C force, and at its maximum \(d^2F/du^2=-D\alpha^3\). The curvature of the floor, which the path follows closely, is therefore \(c=\sqrt{6.857}\,fD\alpha^3/(25.03\,k)=0.0061\) Å\(^{-1}\) u\(^{-1/2}\), and \(ch^2/4=1.4\times10^{-6}\) Å u\(^{1/2}\).

Between \(X=1.0\) and 0.2 Å the path is 4.00 Å u\(^{1/2}\) long. The integral for \(N\) predicts 131.6 steps. The runs need 132.0 steps at \(h=0.05\) and 131.9 at \(h=0.07\) Å u\(^{1/2}\), from the same starting point. Adding up nominal step lengths would give \(132\times0.05=6.6\) and \(131.9\times0.07=9.2\) Å u\(^{1/2}\). The first overstates the path length by 65 %, the second by 131 %. An energy profile drawn against nominal length is stretched by the local factor \(h\kappa/(2g)=\rho/2\), and its slopes are too small. The stretching is uneven: at \(h=0.05\) Å u\(^{1/2}\) the factor is 1.3 at the steepest point and 2.5 at \(X=1.0\) Å.

Differentiating the three step maps at the steepest point, with \(h=0.05\) Å u\(^{1/2}\), tests the error factors on the molecular surface. The determinants are \(-1.598\) for explicit Euler, 0.278 for implicit Euler and \(-0.130\) for the pivot method. They agree with the factors above when \(\rho\) in each implicit part is taken at the new point.

Implicit Euler covers the same stretch in 80 steps at \(h=0.05\) and in 20 at \(h=0.2\) Å u\(^{1/2}\). The largest sideways errors against a stiff reference integration are \(5.7\times10^{-6}\) and \(2.2\times10^{-5}\) Å u\(^{1/2}\). Their ratio is close to the ratio of step lengths, as the offset formula suggests. The remaining numbers are in the numerical output.

## Cost

An implicit step needs several gradients. From \(X=1.2\) to 0.2 Å, explicit Euler at \(h=0.05\) Å u\(^{1/2}\) used 191 gradients. Implicit Euler used 228 at the same step length and 70 at \(h=0.2\) Å u\(^{1/2}\). Both implicit counts include four gradients for one finite-difference Hessian, which was then kept fixed. The explicit run zigzags, however. A fixed step that stays stable must lie below the bound of 0.0197 Å u\(^{1/2}\) at \(X=1.0\) Å. The stretch is about 5.0 Å u\(^{1/2}\) long, so such a run needs more than 250 gradients. The bound is tighter still at \(X=1.2\) Å, where the run starts, so the true number is higher. An implicit step costs more than an explicit one; the saving comes from the longer steps that it allows.

The two-coordinate model makes that Hessian cheap. The full molecule has 13 atoms and 39 Cartesian coordinates, so central differences would take 78 gradients. If the other 66 gradients of the long-step run stayed the same, the total would be 144. That is an estimate under this assumption, not a calculation for the full molecule.

## How far the model can be trusted

In the real precursor the C–O bond softens on binding. The model keeps it at 2136 cm\(^{-1}\), near free CO; a bound value of roughly 2000 cm\(^{-1}\) would lower \(\kappa\) of this one bond and raise its step bound by 14 % at equal gradient. C–O anharmonicity, estimated with a rough bond depth of 11 eV, changes the curvature by about 4 % for a stretch equal to the zigzag amplitude. On the valley floor at the steepest point the bond is already stretched by \(fF/k=0.008\) Å; by the same estimate this lowers the curvature there by 5 to 6 % and raises the step bound by a similar share. The five spectator CO groups couple to this bond, and the stiffest combination sets the bound. The in-phase stretch lies at roughly 2100 to 2120 cm\(^{-1}\), close to the model value. For the whole molecule the softening therefore raises the bound by only about 1 to 3 % at equal gradient, not by 14 %. Bending and relaxation of the fragment are also omitted; they can change \(g\) and the shape of the path, and their effect is not sized here.

Other omissions concern the use of the path rather than its integration. The C–O zero-point energy is 0.132 eV, but it changes by only 0.85 meV between \(X=1.0\) and 0.2 Å in the model. The softening to roughly 2000 cm\(^{-1}\), which the model leaves out, would lower it by about 8 meV. At 450 K, a rough deposition temperature, \(k_BT\) is 0.039 eV. Taking \(k_BT\) as the energy of the two end-over-end rotations, the centrifugal force \(2k_BT/R\) is roughly 2.5 % of the binding force at \(X=1.0\) Å. Here \(R\) is measured from the Mo atom to the centre of mass of CO; the fragment's own centre of mass lies slightly farther away, which lowers the share a little. A rate for this barrierless association needs that rotation and the transverse entropy, which a minimum-energy path does not supply.

## Setting the step

**Check the unit first.** The same number in bohr u\(^{1/2}\) and in Å u\(^{1/2}\) means steps that differ by a factor of 1.89.

**Estimate \(\rho\) before a long run.** Take the highest transverse frequency \(\omega\) from a mass-weighted Hessian; then \(\kappa=\omega^2\). Divide \(h\kappa\) by the mass-weighted gradient norm on the path. At equal gradient the bound falls as the inverse square of the wavenumber: a 3000 cm\(^{-1}\) stretch allows \((2136/3000)^2=0.51\) of the step allowed by the C–O stretch here.

**For explicit Euler, aim at \(\rho\) near 1 or below.** At \(\rho=1\) a small error in the stiffest mode is removed in one step to leading order. Just below 2 it is stable but long-lived.

**Look at directions, not only energies.** On the cycle, successive steps lie at angles \(\theta\) and \(-\theta\) to the path, with \(\cos\theta=2/\rho\). The cosine of the angle between them is

\[
\cos2\theta=2\cos^2\theta-1=\frac8{\rho^2}-1 .
\]

On a smoothly followed path it stays near 1. A second sign is a step count that does not change when \(h\) is changed.

**Expect trouble near stationary points.** Near a minimum approached along a soft mode of curvature \(\kappa_s\), at distance \(r\), the gradient is \(\kappa_s r\) and the bound is \(h<2\kappa_s r/\kappa\). It vanishes as \(r\to0\). The same holds near a saddle, with the magnitude of the negative curvature in place of \(\kappa_s\). A fixed explicit step therefore violates the bound wherever \(r<h\kappa/(2\kappa_s)\). For \(\kappa\gg\kappa_s\) this zone is many step lengths wide. The zigzag may appear late, because it grows from a small residue by a factor \(\rho-1\) per step.

**With an implicit method, choose \(h\) for accuracy.** Halve it and compare geometries at equal arc length. Stop when \(\lambda\le0\) at the lowest point of the sphere in the convex region around the product, after checking that the solver has not landed on the uphill side. In the example with \(h=0.2\) Å u\(^{1/2}\), the last accepted point was 0.004 Å u\(^{1/2}\) from the minimum. The criterion guarantees only a distance of at most \(h\); the smaller value depends on where the steps happened to fall.

**Do not use implicit damping across a ridge.** If a transverse curvature becomes negative, neighbouring steepest-descent lines separate. The implicit factor becomes \(1/(1-|\rho|)\), whose magnitude is below one for \(|\rho|>2\), so a long step can hide a real separation of paths. Moreover, for \(|\rho|>1\) the tangential curvature \(\kappa+\lambda\) is negative, and the ridge point is no longer a minimum on the sphere; a minimizer will leave it for one side. Monitor the lowest transverse curvature, and shorten the step where it approaches zero.

## Computed results

```
Masses: Mo(CO)5 fragment: 236 u
  carbon: 12 u
  oxygen: 16 u
Reduced mass, fragment-CO: 25.03 u
Reduced mass, C-O: 6.857 u
Morse depth: 1.7 eV
Morse exponent: 1.9 1/A
C-O force constant: 115 eV/A^2
C-O wavenumber of model: 2136 cm^-1
Channel rho=0.5: |q|/h=0.0000, advance/h=1.0000
Channel rho=1.5: |q|/h=0.0000, advance/h=1.0000
Channel rho=1.9: |q|/h=0.0000, advance/h=1.0000
Channel rho=2.1: |q|/h=0.1525, advance/h=0.9524
Channel rho=3.0: |q|/h=0.3727, advance/h=0.6667
Channel rho=6.0: |q|/h=0.4714, advance/h=0.3333
Ring offset, explicit: 2.912e-05 A u^1/2
Ring offset, implicit: -2.912e-05 A u^1/2
Ring offset, formula size: 2.912e-05 A u^1/2
X at steepest point: 0.368 A
Gradient norm there: 0.3228 eV/(A u^1/2)
Transverse curvature there: 16.77 eV/(A^2 u)
Largest stable step there: 0.03849 A u^1/2
  the same: 0.07274 bohr u^1/2
Step bound at X=0.2 A: 0.0327 A u^1/2
Step bound at X=0.6 A: 0.03377 A u^1/2
Step bound at X=1.0 A: 0.01973 A u^1/2
rho at steepest point, h=0.05: 2.598
Factor explicit Euler: -1.598
Factor implicit Euler: 0.2778
Factor half-step pivot: -0.13
Zigzag amplitude, h=0.05, run: 0.01596 A u^1/2
Zigzag amplitude, h=0.05, formula: 0.01595 A u^1/2
h=0.03 amplitude at X=0.9 A, run: 0.009702 A u^1/2
h=0.03 amplitude at X=0.9 A, formula: 0.009632 A u^1/2
h=0.03 amplitude at steepest point: 1.4e-06 A u^1/2
Path length, X=1.0 to 0.2 A: 4.002 A u^1/2
Zigzag step count, formula: 131.6
Explicit steps, h=0.05: 132
Explicit steps, h=0.07: 131.9
Explicit gradients, X=1.2 to 0.2 A, h=0.05: 191
Implicit h=0.05: 80.0 steps (X=1.0 to 0.2 A)
  228 gradients (X=1.2 to 0.2 A), error 5.7e-06 A u^1/2
Implicit h=0.2: 20.0 steps (X=1.0 to 0.2 A)
  70 gradients (X=1.2 to 0.2 A), error 2.2e-05 A u^1/2
Distance to minimum at stop, h=0.2: 0.004056 A u^1/2
Zigzag energy, h=0.05: 2.14 meV
Curvature change, C-O anharmonicity: 4.2 %
Bound shift, C-O softened to 2000 cm^-1: 14 %
C-O zero-point energy: 0.132 eV
Its change, X=1.0 to 0.2 A: 0.85 meV
Thermal energy at 450 K: 0.0388 eV
Centrifugal/binding force, X=1.0 A: 2.5 %
```
